# Equilibrium Intercalation Voltage as a Hull Slope, and Its Steps

**Q.** I am told that the voltage of an intercalation electrode is minus the slope of a convex hull. A hull describes one material, but a voltage is measured between two electrodes. Where is the other one?

**A.** It is lithium metal, and it enters through the energy balance of the whole cell. Take one unit of a host that holds $x$ lithium atoms, with $0\le x\le 1$, and a piece of metal that holds the remaining $N-x$ atoms. Let $G_{\rm eq}(x)$ be the equilibrium Gibbs energy of the electrode per host unit and $\mu_0$ that of the metal per atom. The electrolyte only passes ions along, so its state does not change, and the part of the cell energy that varies is

$$G_{\rm cell}(x)=G_{\rm eq}(x)+(N-x)\mu_0 .$$

During discharge $dx$ lithium ions cross the electrolyte and $dx$ electrons travel through the outer circuit from the metal to the host. Let $V$ be the potential of the host electrode minus that of the metal, and $e>0$ the elementary charge. An electron has charge $-e$, so it loses the energy $eV$ on the way, and the load receives it. At fixed temperature and pressure, the electrical work delivered in a reversible step equals the decrease of the Gibbs energy:

$$eV\,dx=-dG_{\rm cell}=-\left(\frac{dG_{\rm eq}}{dx}-\mu_0\right)dx .$$

Hence

$$eV=\mu_0-\frac{dG_{\rm eq}}{dx}. \tag{1}$$

The voltage is positive when lithium has a lower chemical potential in the host than in the metal. If (1) gives a negative value, lithium is better off as metal, and an electrode in equilibrium with the metal takes up no more of it.

**Q.** A real cell is not reversible. Does (1) say anything about it?

**A.** It gives a bound for a step that starts and ends with the electrode in its equilibrium state. In such an irreversible step the delivered work is at most the decrease of the Gibbs energy, so $eV_{\rm cell}\,dx\le eV\,dx$, with $V$ from (1). For discharge $dx>0$, and division gives $V_{\rm cell}\le V$. For charge $dx<0$, division reverses the inequality, and $V_{\rm cell}\ge V$. An electrode caught in a metastable state carries extra Gibbs energy, and a step that starts there need not obey this bound; an example appears below. From here on $V$ is the equilibrium voltage unless a non-equilibrium path is named.

**Q.** Then I compute the energy $g(x)$ of the lithiated host and differentiate it. Why do I need a hull?

**A.** Because $g(x)$ is the energy of one homogeneous phase, and the electrode need not remain homogeneous. Some regions can be rich in lithium and others poor. Let phase $i$ have composition $x_i$ and energy $g_i$ per host unit, and let $c_i$ be the fraction of host units in it. Then

$$G_{\rm eq}(x)=\min_{\{c_i\}}\sum_i c_i g_i,\qquad c_i\ge0,\quad \sum_i c_i=1,\quad \sum_i c_i x_i=x . \tag{2}$$

The second constraint conserves the host and the third conserves lithium.

Two assumptions are built in. The energy of a mixture is the sum of its parts, so interface energy and the elastic energy of phases that strain each other are neglected. The host also keeps its framework; if it could decompose into other compounds, these would have to join the list of phases, and the constraints would have to conserve every element separately.

**Q.** Equation (2) is a minimization. You still owe me the hull.

**A.** The lower convex hull of the data is the largest convex function that lies nowhere above them. I show that $G_{\rm eq}$ has these three properties.

It lies nowhere above the data, because a single phase is a permitted mixture: $G_{\rm eq}(x_i)\le g_i$.

It is convex. Take the best mixture $c_i$ at $x$ and the best mixture $c_i'$ at $x'$, and let $0\le t\le1$. The fractions $(1-t)c_i+tc_i'$ are non-negative, add up to one and have composition $(1-t)x+tx'$. They are permitted there, though perhaps not the best, so

$$G_{\rm eq}\big((1-t)x+tx'\big)\le(1-t)G_{\rm eq}(x)+tG_{\rm eq}(x').$$

It is the largest such function. Let $k$ be any convex function with $k(x_i)\le g_i$. For every permitted mixture,

$$k(x)=k\Big(\sum_i c_ix_i\Big)\le\sum_i c_i k(x_i)\le\sum_i c_i g_i .$$

The first inequality is convexity and the second is the condition on $k$. Choosing the best mixture on the right gives $k(x)\le G_{\rm eq}(x)$.

So convexity is not an extra hypothesis about the material. It follows from the freedom to form mixtures.

**Q.** By (1) the voltage is $\mu_0$ minus a slope, not minus a slope.

**A.** The $\mu_0$ can be absorbed by measuring energies from the empty host and lithium metal:

$$\varphi(x)=g(x)-g(0)-x\mu_0 .$$

For every mixture of composition $x$, the constraints in (2) give

$$\sum_i c_i\varphi(x_i)=\sum_i c_i g_i-g(0)-x\mu_0 .$$

The subtracted terms are the same for all mixtures at this $x$, so the same mixture wins. The hull $h$ of $\varphi$ is therefore $h(x)=G_{\rm eq}(x)-g(0)-x\mu_0$. Its derivative is $h'=dG_{\rm eq}/dx-\mu_0$, and (1) becomes

$$V(x)=-\frac{h'(x)}{e}, \tag{3}$$

wherever the derivative exists.

**Q.** My hulls start and end at zero. If such a hull is flat somewhere, (3) predicts zero voltage there.

**A.** That hull uses another reference, and (3) does not apply to it unchanged. Your formation energy is measured from the empty and the full host:

$$f(x)=g(x)-(1-x)g(0)-x\,g(1).$$

Subtract it from $\varphi$:

$$\varphi(x)-f(x)=-g(0)-x\mu_0+(1-x)g(0)+x\,g(1)=x\,[g(1)-g(0)-\mu_0].$$

Define

$$\bar V=-\frac{g(1)-g(0)-\mu_0}{e}.$$

Then $\varphi=f-e\bar V x$. The difference is linear in $x$, so the two hulls differ by the same linear term, and (3) gives

$$V(x)=\bar V-\frac{f_{\rm hull}'(x)}{e}. \tag{4}$$

A flat part of your hull means $V=\bar V$. This $\bar V$ is the average voltage of the full reaction. The phases at $x=0$ and $x=1$ lie on the hull, since no mixture of other compositions can reach either end, so

$$\int_0^1V\,dx=-\frac{h(1)-h(0)}{e}=-\frac{\varphi(1)}{e}=\bar V .$$

**Q.** Why should the voltage stay constant over a range of compositions? I am adding lithium all the time.

**A.** Suppose that a finite number of phases matters. In the plane of composition and energy, their mixtures fill a convex polygon whose corners are points of single phases. The hull is its lower edge, a chain of straight segments. I call the corners of this chain vertices. A vertex phase can be neither matched nor undercut in energy by a mixture of other phases.

Let $a<b$ be neighbouring vertices. Between them a mixture of phases $a$ and $b$ reaches the lowest energy. (A further phase whose point lies exactly on the segment could take part, but it would not change that energy.) For the mixture of $a$ and $b$, lithium conservation reads $(1-c_b)a+c_b b=x$. Therefore

$$c_b=\frac{x-a}{b-a},\qquad h(x)=\varphi(a)+\frac{x-a}{b-a}\,[\varphi(b)-\varphi(a)] .$$

The derivative does not depend on $x$, and (3) gives

$$V_{ab}=-\frac{\varphi(b)-\varphi(a)}{e\,(b-a)} . \tag{5}$$

Added lithium turns phase $a$ into phase $b$. It changes the amounts of the two phases but not their compositions, so every atom brings the same energy.

**Q.** That explains plateaus. Why can the next plateau not be higher?

**A.** Let $a<b<c$ be three neighbouring vertices. A mixture of $a$ and $c$ with composition $b$ contains the fractions $(c-b)/(c-a)$ of $a$ and $(b-a)/(c-a)$ of $c$. Since $b$ is a vertex, it lies strictly below this mixture:

$$\varphi(b)<\frac{(c-b)\,\varphi(a)+(b-a)\,\varphi(c)}{c-a}.$$

Multiply by $c-a>0$ and write $c-a=(c-b)+(b-a)$ on the left:

$$(c-b)\varphi(b)+(b-a)\varphi(b)<(c-b)\varphi(a)+(b-a)\varphi(c).$$

Collect the terms with the factor $c-b$ on the left and those with $b-a$ on the right:

$$(c-b)\,[\varphi(b)-\varphi(a)]<(b-a)\,[\varphi(c)-\varphi(b)].$$

Divide by the positive product $(b-a)(c-b)$:

$$\frac{\varphi(b)-\varphi(a)}{b-a}<\frac{\varphi(c)-\varphi(b)}{c-b}.$$

Multiplication by $-1/e$ reverses the inequality, and (5) turns it into

$$V_{ab}>V_{bc}. \tag{6}$$

The voltage therefore drops strictly at every interior vertex as lithium is added. If the second plateau were the higher one, phase $b$ would lie above the line from $a$ to $c$. It would lower its energy by separating into them, and would not be a vertex.

**Q.** At $x=b$ itself the hull has a kink and no derivative. What is the voltage there?

**A.** It is not fixed by the composition. Reverse the question and hold the electrode at a given $V$. Each lithium atom taken up delivers the work $eV$ to the source, which therefore gains the energy $eVx$. The electrode settles where the energy of cell and source together, $h(x)+eVx$, is lowest. Because this function is convex, $b$ is a minimum when its slope is not positive just to the left of $b$ and not negative just to the right. By (5) the two slopes are $-eV_{ab}+eV$ and $-eV_{bc}+eV$, so the condition is

$$V_{bc}\le V\le V_{ab}.$$

Every voltage in this interval is compatible with the single phase $b$, which accounts for the vertical part of the staircase.

**Q.** Your inequality (6) needed vertices. Is there an argument that does not?

**A.** Let $x_1$ be a minimum at voltage $V_1$ and $x_2$ a minimum at $V_2$. Neither can be improved by moving to the other:

$$h(x_1)+eV_1x_1\le h(x_2)+eV_1x_2,\qquad h(x_2)+eV_2x_2\le h(x_1)+eV_2x_1 .$$

Add the two. The $h$ terms cancel, and moving everything to the left leaves

$$e\,(V_1-V_2)(x_1-x_2)\le0 .$$

A larger lithium content cannot belong to a higher voltage. Nothing was assumed about kinks or smoothness.

**Q.** But now you have proved less. "Cannot rise" is not "falls in steps".

**A.** That is correct, and convexity alone gives no more. Take a solid solution with $\varphi(x)=-Ax+\tfrac12Bx^2$ and $B>0$. This function is convex and equals its own hull, and (3) gives $eV=A-Bx$, a sloping line without a step. A staircase with a finite number of steps needs a second ingredient: a hull made of finitely many straight segments. I can show this for a model of ordered lithium at zero temperature.

**Q.** Then show it where the phases are not drawn by hand.

**A.** Take an infinite chain of sites, one per host unit, each empty or filled. A lithium atom on a site has energy $\varepsilon=-4.00$ eV relative to the metal. Two atoms at a distance of one, two or three sites contribute $J_1=0.30$ eV, $J_2=0.10$ eV or $J_3=-0.06$ eV. These are round model parameters. With $p_r$ the number of filled pairs at distance $r$ per site,

$$\varphi=\varepsilon x+J_1p_1+J_2p_2+J_3p_3 .$$

**Q.** An infinite chain has infinitely many ordered arrangements. You cannot list them.

**A.** A short list suffices. Read the chain from left to right and call the occupation of the last three sites the state; there are $2^3=8$ states. Adding a site leads to a new state, and the energy of the new atom depends on the old state alone, because the couplings reach no further than three sites. A periodic arrangement is thus a closed walk among eight states. Whenever a state recurs, the walk can be cut there into two shorter closed walks. Repeated cutting leaves cycles without a repeated state, each of at most eight steps.

Lengths, lithium numbers and energies all add up over the cycles. The point $(x,\varphi)$ of any periodic arrangement is therefore a weighted mean of points with periods of at most eight sites. Longer periods add no vertex, and the number of vertices is finite.

Enumerating all occupations of periodic cells of up to eight sites, and taking the lower hull, leaves four vertices: the empty chain, the pattern 100 at $x=1/3$, the pattern 110 at $x=2/3$, and the full chain.

**Q.** What are their voltages?

**A.** Count pairs per site. The pattern 100 has $p_1=p_2=0$ and $p_3=1/3$. The pattern 110 has $p_1=p_2=1/3$ and $p_3=2/3$. The full chain has $p_1=p_2=p_3=1$. Hence

$$\varphi(\tfrac13)=\tfrac13(\varepsilon+J_3)=-1.3533\ \text{eV},$$

$$\varphi(\tfrac23)=\tfrac13(2\varepsilon+J_1+J_2+2J_3)=-2.5733\ \text{eV},$$

$$\varphi(1)=\varepsilon+J_1+J_2+J_3=-3.6600\ \text{eV}.$$

Each segment has width $1/3$, so (5) multiplies each difference by $-3$:

$$eV_1=-(\varepsilon+J_3)=4.06\ \text{eV},$$

$$eV_2=-(\varepsilon+J_1+J_2+J_3)=3.66\ \text{eV},$$

$$eV_3=-(\varepsilon+2J_1+2J_2+J_3)=3.26\ \text{eV}.$$

The plateaus lie at 4.06, 3.66 and 3.26 V. The formulas show what each added atom pays for. On the first plateau it gains one attractive third-neighbour pair. On the second it also acquires one repulsive pair at each of the two shorter distances, and on the third, two at each.

**Q.** And my hull with zeros at both ends?

**A.** Here $\bar V=-\varphi(1)/e=3.66$ V. From $f=\varphi+e\bar Vx$,

$$f(\tfrac13)=-1.3533+1.2200=-0.1333\ \text{eV},$$

and $f(2/3)=-2.5733+2.4400=-0.1333$ eV as well. The slopes of the three segments are $-0.40$, $0$ and $+0.40$ eV. Equation (4) returns 4.06, 3.66 and 3.26 V. The flat middle segment stands for 3.66 V, not for zero.

**Q.** I would have guessed an alternating phase 1010 at $x=1/2$. Why is there no step there?

**A.** It exists as an arrangement but lies above the hull. It has $p_1=p_3=0$ and $p_2=1/2$, so

$$\varphi_{\rm alt}=\tfrac12(\varepsilon+J_2)=-1.9500\ \text{eV}.$$

An equal mixture of the phases at $1/3$ and $2/3$ has

$$h(\tfrac12)=\tfrac12(-1.3533-2.5733)=-1.9633\ \text{eV},$$

which is lower by $\Delta=13.3$ meV per site.

**Q.** Suppose that the electrode passes through the alternating phase anyway, because separation is too slow.

**A.** Then the voltage rises during lithiation. Let a phase at $m$, between neighbouring vertices $a$ and $b$, lie $\Delta$ above the hull. Put $\varphi(m)=h(m)+\Delta$ into the chord formula. Since $h$ has slope $-eV_{ab}$ on this segment,

$$V_{am}=V_{ab}-\frac{\Delta}{e(m-a)},\qquad V_{mb}=V_{ab}+\frac{\Delta}{e(b-m)} .$$

Here both widths are $1/6$, and the shift is $6\times13.3$ meV $=80$ meV per electron. The mean voltage is 3.58 V on the first stage and 3.74 V on the second. A chord fixes only this mean; the voltage is constant within a stage if that stage converts one of its end phases directly into the other. Weighted by their widths, the two chords average to $V_{ab}$, because the terms in $\Delta$ cancel. Equilibrium replaces the pair by one plateau at 3.66 V. At $x=0.45$, for example, the fraction of host units in the phase at $2/3$ is $(0.45-1/3)/(1/3)=0.35$, and 0.65 are in the phase at $1/3$.

Under the assumptions made for (2), a computed voltage that rises with lithium content therefore shows that the chosen sequence of phases is not the equilibrium one. If coexisting phases strain each other, their energies no longer simply add, and this conclusion need not hold.

**Q.** All this is at zero temperature. Do the steps survive heating?

**A.** In this chain they become rounded. At temperature $T$ and fixed $V$, an arrangement with $n$ atoms and energy $E$, measured from the empty chain and metal, has the weight $\exp[-(E+eVn)/k_BT]$. The mean lithium number is

$$\langle n\rangle=\frac{\sum n\,e^{-(E+eVn)/k_BT}}{\sum e^{-(E+eVn)/k_BT}} .$$

Differentiating numerator and denominator gives

$$\frac{\partial\langle n\rangle}{\partial(eV)}=-\frac{\langle n^2\rangle-\langle n\rangle^2}{k_BT}\le0 ,$$

since a variance is never negative. Heating does not undo the monotonic fall.

For numbers, put the weight of each added site into an $8\times8$ transfer matrix between the states used above. For a long chain the sum of weights grows as its largest eigenvalue $\lambda$ to the power of the number of sites. The grand potential per site is then $\omega=-k_BT\ln\lambda$, and $x=\partial\omega/\partial(eV)$. I computed $\lambda$ by repeated squaring of the matrix, took the derivative by central differences, and solved for the voltage at given $x$.

| $x$ | $V$ at 100 K (V) | $V$ at 300 K (V) |
|---|---|---|
| 0.10 | 4.0604 | 4.0739 |
| 0.25 | 4.0595 | 4.0460 |
| 0.40 | 3.6628 | 3.6902 |
| 0.60 | 3.6572 | 3.6298 |
| 0.75 | 3.2605 | 3.2740 |
| 0.90 | 3.2596 | 3.2461 |

Between $x=0.10$ and $x=0.25$ the voltage falls by 0.9 mV at 100 K and by 28 mV at 300 K. The three levels remain recognizable, but at 300 K they slope much more than at 100 K.

**Q.** Is a small slope at 100 K a true slope, or a plateau blurred by the numerics?

**A.** It is a true slope. Any three-site state can be reached from any other in three steps, so the cube of the matrix has positive entries alone. The largest eigenvalue of such a matrix is not degenerate. It therefore varies smoothly with $V$, and so does $x$: at $T>0$ the content of this chain cannot jump at any voltage.

This belongs to the chain and not to the hull construction. Where the free energy of a homogeneous phase at temperature $T$ has a part above its hull, the hull is straight there. Equation (3) then gives a plateau at that temperature too, under the assumptions made for (2).
